Pauli depletion between two filled orbitals and the push-back dipole, part 1

(Sections cited here and not found follow in the second part.)

## Antisymmetry and the density between two filled orbitals

Two filled Gaussian orbitals, one with an rms half-width of 0.10 nm and the other of 0.06 nm, have their centres 0.30 nm apart. If their densities are simply added, the density on the line of centres, at the point between the centres where the two orbitals are equal, is 72.5 electrons per nm³. If the same four electrons are put into one antisymmetric wavefunction built from the same two orbitals, the density at that point is 62.6 nm⁻³. Nearly 14 % of the density at this point has gone, although neither orbital has been allowed to change and no interaction energy has been minimised. The loss follows from the exclusion principle and from the overlap of the orbitals, and it can be calculated in closed form.

Let a(r) and b(r) be real, normalised orbitals on two separate systems, each holding one electron of each spin. Their overlap is

S = ∫ a b d³r, with 0 < |S| < 1.

The value |S| = 1 is excluded because the orbitals would then be the same up to a sign, and four electrons cannot occupy one orbital. The orbitals are held fixed throughout the derivation. The density with which the result will be compared is the sum of the densities of the separate systems,

n₀ = 2a² + 2b².

The antisymmetric state is the single Slater determinant of the four spin orbitals a↑, a↓, b↑ and b↓. Since a and b are not orthogonal, its density is not the sum of their squares. The quickest way to find it is to replace the orbitals by orthonormal ones without changing the determinant, so the density for orthonormal orbitals is needed first.

For N orthonormal spin orbitals χ₁ … χ_N, the normalised determinant is

Ψ = (N!)^(−1/2) Σ_P sgn(P) χ_P1(1) χ_P2(2) … χ_PN(N),

where P runs over all permutations. The electron density is N times the integral of Ψ² over all electrons but the first, because the electrons are equivalent. Squaring gives a double sum over permutations P and Q, in which each electron k ≥ 2 contributes the factor ∫ χ_Pk χ_Qk. This factor vanishes unless Pk = Qk. If P and Q agree in the places 2 to N, they must agree in the first place too, so only the terms P = Q survive, and their sign is +1. A given orbital i stands in the first place in (N − 1)! permutations. The density is therefore

N (N − 1)!/N! Σ_i χ_i² = Σ_i χ_i².

For orthonormal orbitals the densities do add.

Now take the part of b that is orthogonal to a and normalise it:

b′ = (b − S a)/√(1 − S²).

The overlap of a with the numerator is S − S = 0. The squared norm of the numerator is 1 − 2S·S + S² = 1 − S², which explains the square root. Within each spin, replacing the column b of the determinant by b − S a means subtracting a multiple of one column from another, and this leaves a determinant unchanged. Dividing the column by √(1 − S²) multiplies the whole wavefunction by a constant, which normalisation fixes anyway. The determinant of a and b is thus the same physical state as the determinant of a and b′. Its density is

n = 2a² + 2(b − S a)²/(1 − S²).

Over the common denominator the numerator is

a²(1 − S²) + b² − 2S ab + S²a² = a² + b² − 2S ab,

and so

n = 2(a² + b² − 2S ab)/(1 − S²).

The construction treated a and b differently, but the result is symmetric in them. Orthogonalising a to b instead would have given the same density. The node that b′ may acquire is therefore a feature of one choice of orbitals and not of the state, whereas the density belongs to the state.

The same argument serves for any number of doubly occupied orbitals φ_i with overlap matrix **S**. Let the orthonormal combinations be ψ_k = Σ_i φ_i X_ik. Orthonormality says XᵀSX = 1, hence S = (Xᵀ)⁻¹X⁻¹ and S⁻¹ = XXᵀ. The density is 2Σ_k ψ_k² = 2Σ_ij (XXᵀ)_ij φ_i φ_j, that is

n = 2 Σ_ij (S⁻¹)_ij φ_i φ_j.

For two orbitals the inverse matrix has diagonal elements 1/(1 − S²) and off-diagonal elements −S/(1 − S²), which returns the previous formula. The general form will be needed for lattices and molecules.

The formula was tested against the definition. For the two orbitals of the example, the full sum over the permutations of the four non-orthogonal spin orbitals was evaluated with overlap integrals taken by quadrature. Over the whole grid it differed from the formula by less than 10⁻⁷ of the largest density.

To see which feature of the wavefunction removes the charge, consider just two electrons of the same spin. Their spatial function is proportional to a(1)b(2) − b(1)a(2). Its square, integrated over the second electron, is

a² + b² − 2S ab.

The first two terms are the two ways of finding an electron at the chosen point, with the other electron in the remaining orbital. The third is the interference between them. It survives the integration to the extent that the second electron cannot tell the two arrangements apart, and the measure of this is the overlap S. The minus sign is that of antisymmetry. Integrating over the first electron as well gives 2 − 2S², so that the normalised density of the two electrons is (a² + b² − 2S ab)/(1 − S²). Two spins give twice this, in agreement with n.

If the two electrons have opposite spins, the spin orbitals a↑ and b↓ are orthogonal whatever the overlap in space. The interference term is absent and the density is a² + b². Both statements were tested on the orbitals of the example with the permutation sum: an opposite-spin pair showed no change of density within numerical error, and a like-spin pair showed half the change found for four electrons. In this single-determinant description the depletion thus comes from exchange between like spins. The Coulomb repulsion between electrons has not entered.

The change of density caused by antisymmetrisation is

Δn = n − n₀ = [2/(1 − S²)] [a² + b² − 2S ab − (1 − S²)(a² + b²)],

and the terms without a factor S cancel, leaving

Δn = [2/(1 − S²)] [S²(a² + b²) − 2S ab].

Its integral is proportional to 2S² − 2S·S = 0. Charge is moved and none is lost.

The bracket contains a positive term and a term whose sign is that of −S ab. Reversing the sign of b reverses both S and ab, so the product S ab has a physical meaning although the sign of an orbital has none. Where S ab is negative, both terms are positive and the density rises. This can happen if an orbital has a node, because the product ab may then have one sign where it contributes most to the overlap and the other sign elsewhere. Where S ab is positive, the two terms compete.

To find the winner, choose the sign of b so that S > 0, and consider a point where ab > 0. The density falls if

S(a² + b²) < 2ab.

Division by the positive quantity ab gives S(a/b + b/a) < 2. With u = ln(a/b) the sum in the bracket is eᵘ + e⁻ᵘ = 2 cosh u, and the condition becomes cosh u < 1/S, or

|ln(a/b)| < arccosh(1/S).

The region of depletion is therefore the region in which the two orbitals are comparable, and the overlap states how comparable they have to be. For the example S = 0.1585 and arccosh(1/S) = 2.529. Since the exponential of 2.529 is about 12.5, charge is lost wherever neither orbital exceeds the other by more than a factor of 12.5. A smaller overlap makes this window wider, but the amount of charge removed becomes smaller.

The fractional change follows from dividing Δn by n₀. With 2ab/(a² + b²) = 1/cosh u,

Δn/n₀ = S(S − 1/cosh u)/(1 − S²).

This is lowest when 1/cosh u is largest, which means u = 0 and a = b. There

Δn/n₀ = −S(1 − S)/[(1 − S)(1 + S)] = −S/(1 + S).

In the example this is −0.1585/1.1585 = −0.1368, and it takes the density from 72.48 to 62.57 nm⁻³. This is the opening figure. The largest fractional loss depends on the overlap and on nothing else about the orbitals, provided that a point with a = b exists. For small S it is proportional to S. As S approaches 1 it tends to one half: one of the two orthonormal orbitals then nearly vanishes at that point, and the other carries the density that remains.

Where one orbital is negligible, 1/cosh u tends to zero and the density rises by the fraction S²/(1 − S²). This is a much weaker relative change when S is small, but it acts where the density is high. The balance is clearest if Δn is written with three normalised shapes,

Δn = [2S²/(1 − S²)] a² + [2S²/(1 − S²)] b² − [4S²/(1 − S²)] (ab/S).

The functions a², b² and ab/S each integrate to one. Antisymmetrisation thus takes 4S²/(1 − S²) electrons out of the overlap shape and returns half of them to each orbital shape. For the example S² = 0.02511, and the numbers are 0.1030 electrons taken out and 0.0515 returned to each side. The returned clouds partly cover the region from which the charge was taken. The integral of Δn over the places where it is negative is therefore smaller than the gross figure, namely 0.0524 electrons.

Two orbitals may also overlap in space and still have S = 0 by symmetry. An s orbital directly below a p orbital that lies parallel to the surface is a case of this kind: ab is positive on one side, negative on the other, and integrates to zero. Then Δn vanishes everywhere. For a single pair, the existence of a region where both orbitals are appreciable is thus not enough. The overlap integral itself must differ from zero.

The numbers above belong to two s-type Gaussians, for which the overlap can be calculated by hand. Put the first at z = 0 and the second at z = d on the z axis:

a = (2α/π)^(3/4) exp(−α|r|²),
b = (2β/π)^(3/4) exp(−β|r − d|²).

The density a² varies along z as exp(−2αz²), which is a normal distribution of variance 1/(4α). Writing σa and σb for the rms spreads of the two densities along z gives

α = 1/(4σa²), β = 1/(4σb²).

With σa = 0.10 nm and σb = 0.06 nm, α = 25.00 nm⁻² and β = 69.44 nm⁻². For the product ab the exponents add, and completing the square in z gives

αz² + β(z − d)² = (α + β)(z − P)² + μd²,
P = βd/(α + β), μ = αβ/(α + β).

The constant term follows from βd² − β²d²/(α + β) = αβd²/(α + β). The remaining Gaussian integral is [π/(α + β)]^(3/2), and so

S = [2√(αβ)/(α + β)]^(3/2) exp(−μd²).

In terms of the spreads, √(αβ) = 1/(4σaσb) and α + β = (σa² + σb²)/(4σa²σb²), which gives

S = [2σaσb/(σa² + σb²)]^(3/2) exp{−d²/[4(σa² + σb²)]}.

For d = 0.30 nm the bracket is 0.0120/0.0136 = 0.882, and its power 3/2 is 0.829. The exponent is −0.0900/0.0544 = −1.654, and the exponential is 0.191. The product is S = 0.1585, as used above.

The place of the depletion follows from the ratio of the two Gaussians,

ln(a/b) = (3/4) ln(α/β) − α|r|² + β|r − d|².

Because β > α, completing the square shows that this quantity depends on position through the distance R from the point z = βd/(β − α) = 0.469 nm on the axis. With the numbers inserted, and R in nm,

ln(a/b) = 44.44R² − 4.28.

Setting it equal to −2.529 and +2.529 gives R = 0.199 nm and R = 0.391 nm. The depleted region is the spherical shell between these radii. It cuts the axis from 0.077 to 0.270 nm, which lies between the two centres, and again from 0.667 to 0.860 nm, beyond the narrower orbital. The second cut exists because the wider Gaussian overtakes the narrower one again far out. It carries no weight: at the outer point where a = b, the density is 2 × 10⁻¹³ of that at the inner one. The loss that matters lies between the orbitals.

## From depletion to the push-back dipole

The real, normalised orbitals a (metal, centred at z = 0) and b (molecule, centred at z = d) each hold two electrons and have overlap S. Putting the unrelaxed orbitals into one determinant changes the summed density by

Δn = [2/(1 − S²)] [S²(a² + b²) − 2S ab],

which takes 4S²/(1 − S²) electrons from the shape ab/S and returns half of them to each of the shapes a² and b². For s-type Gaussians with density spreads σa and σb, the exponents are α = 1/(4σa²) and β = 1/(4σb²), with μ = αβ/(α + β). The product ab is a Gaussian centred at P = βd/(α + β). The example has σa = 0.10 nm, σb = 0.06 nm, d = 0.30 nm and S = 0.1585.

A loss of charge between two systems is not yet a dipole. The quantity that decides is the first moment of the displaced electrons,

M = ∫ z Δn d³r.

It counts electrons and not charge, so M < 0 means that electrons have moved towards the metal, and the electric dipole is −eM, which then points away from it. Let za and zb be the mean positions in the densities a² and b². Inserting Δn gives

M = [2/(1 − S²)] [S²(za + zb) − 2S⟨a|z|b⟩],

and taking out the factor 2S² yields

M = [4S²/(1 − S²)] [(za + zb)/2 − ⟨a|z|b⟩/S].

The last term is the centroid of the overlap charge ab/S. The moment is the charge taken out of the overlap, multiplied by the distance from the centroid of that charge to the midpoint of the two orbitals. Moving the origin shifts both terms in the bracket equally, so M does not depend on it.

If a reflection exchanges a and b, the centroid lies at the midpoint and M = 0, however strong the depletion. Depletion is thus necessary for the Pauli dipole but does not produce it alone. The asymmetry of the pair gives the dipole its sign.

For the Gaussians, za = 0 and zb = d, and the centroid is P. Since β/(α + β) = σa²/(σa² + σb²),

d/2 − P = d(σa² + σb² − 2σa²)/[2(σa² + σb²)] = −d(σa² − σb²)/[2(σa² + σb²)],

and therefore

M = −[2S²d/(1 − S²)] (σa² − σb²)/(σa² + σb²).

If the metal orbital is the more diffuse one, M is negative and electrons are pushed back towards the metal. The reason can be read from the positions. The slowly decaying metal tail is still appreciable at the molecule, while the compact molecular orbital has almost vanished at the metal centre, so the product of the two is largest near the molecule. In the example P = 0.30 × 0.0100/0.0136 = 0.2206 nm, whereas the midpoint is at 0.1500 nm. The charge is taken from the molecular side and half of it is returned around the metal centre. The moment is

M = 0.1030 × (0.1500 − 0.2206) nm = −0.0073 nm,

so antisymmetry alone, with the orbitals held fixed, depletes the region between them and pushes electrons towards the metal in this example. It remains to find the kinetic energy cost and the work-function shift, and to test how far the frozen two-orbital model can be trusted.
